# One-loop KPZ flow: stable in one dimension, marginally relevant in two

## What fails without a flow

Suppose that a growing surface is described by smoothing and noise, and that the slope dependence of its growth rate is treated as a small correction. In one dimension the first correction to the smoothing coefficient, collected from wavenumbers between $k$ and the cutoff $\Lambda$, will turn out, keeping the leading term in $k/q$ for each fast wavenumber $q$, to be

$$\frac{\delta\nu}{\nu}=\frac{\lambda^2D}{4\pi\nu^3}\left(\frac1k-\frac1\Lambda\right).$$

However small $\lambda$ is, this exceeds one at long enough wavelengths. The linear theory then gives the wrong relaxation law, and the expansion that was meant to repair it has no small term. In two dimensions the failure is logarithmic, so a film can look linear over a long range of scales before it departs. The remedy is to remove short wavelengths a little at a time and to follow the coefficients.

The model is the Kardar–Parisi–Zhang (KPZ) equation for the height $h(\mathbf x,t)$ over a $d$-dimensional substrate, in the frame moving at the growth rate of a flat surface:

$$\partial_t h=\nu\nabla^2h+\frac{\lambda}{2}(\nabla h)^2+\eta,\qquad \langle\eta\eta'\rangle=2D\,\delta^d(\mathbf x-\mathbf x')\delta(t-t').$$

Here $\nu,D>0$, the noise is Gaussian, and wavenumbers above $\Lambda$ are absent.

## The linear surface

Set $\lambda=0$ and write $h=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf x}$ in a periodic volume $V$. Each mode obeys $\dot h_{\mathbf q}=-\nu q^2h_{\mathbf q}+\eta_{\mathbf q}$ with noise strength $2D/V$. Integrating from the distant past gives

$$C(q,t)=\langle h_{\mathbf q}(t)h_{-\mathbf q}(0)\rangle=\frac{D}{V\nu q^2}e^{-\nu q^2|t|}.$$

Define $\chi$ and $z$ by a spectrum $\propto k^{-(d+2\chi)}$ and a relaxation rate $\propto k^z$. The linear surface has $z=2$ and $\chi=(2-d)/2$.

The strength of the nonlinearity at the running cutoff $\Lambda_l=\Lambda e^{-l}$ is measured by the dimensionless number

$$g=\frac{\lambda^2D\,\Lambda_l^{d-2}}{\nu^3}.$$

With fixed coefficients $g\propto e^{(2-d)l}$. It grows in $d=1$, decays in $d=3$ and stands still in $d=2$, where the loop must decide.

## One slow mode and two fast modes

The nonlinear term in mode $\mathbf k$ is

$$N_{\mathbf k}=-\frac\lambda2\sum_{\mathbf q_1+\mathbf q_2=\mathbf k}(\mathbf q_1\cdot\mathbf q_2)h_{\mathbf q_1}h_{\mathbf q_2},$$

the minus sign coming from $i^2$. Let $\mathbf k$ be slow and $\mathbf q_1,\mathbf q_2$ fast. The slow mode combines with $h_{-\mathbf q_2}$ to drive $h_{\mathbf q_1}$, because $\mathbf k-\mathbf q_2=\mathbf q_1$. The two orderings of this pair cancel the factor $1/2$, so the drive is $+\lambda(\mathbf k\cdot\mathbf q_2)h_{\mathbf k}h_{-\mathbf q_2}$. As $h_{\mathbf k}$ hardly changes during a fast relaxation time,

$$\delta h_{\mathbf q_1}(t)=\lambda(\mathbf k\cdot\mathbf q_2)h_{\mathbf k}\int_0^\infty ds\,e^{-\nu q_1^2s}h_{-\mathbf q_2}(t-s).$$

Multiply by $h_{\mathbf q_2}(t)$ and average:

$$\langle\delta h_{\mathbf q_1}h_{\mathbf q_2}\rangle=\frac{\lambda D(\mathbf k\cdot\mathbf q_2)}{V\nu^2q_2^2(q_1^2+q_2^2)}h_{\mathbf k}.$$

In $N_{\mathbf k}$ either factor may be the perturbed one, which gives another 2. The average force is $-\delta\nu\,k^2h_{\mathbf k}$, with $V^{-1}\sum\to\int d^dq/(2\pi)^d$ and

$$\delta\nu\,k^2=\frac{\lambda^2D}{\nu^2}\int\!\frac{d^dq}{(2\pi)^d}\frac{(\mathbf q_1\cdot\mathbf q_2)(\mathbf k\cdot\mathbf q_2)}{q_2^2(q_1^2+q_2^2)}.$$

Put $\mathbf q_1=\mathbf k/2+\mathbf q$, $\mathbf q_2=\mathbf k/2-\mathbf q$ and $c=\mathbf k\cdot\mathbf q$. The factor $\mathbf k\cdot\mathbf q_2=k^2/2-c$ is already of first order in $k$, so the others are needed to first order: $\mathbf q_1\cdot\mathbf q_2\simeq-q^2$, $q_1^2+q_2^2\simeq2q^2$ and $1/q_2^2\simeq(1+c/q^2)/q^2$. The integrand becomes

$$-\frac1{2q^2}\left(\frac{k^2}{2}-c\right)\left(1+\frac c{q^2}\right)\simeq-\frac1{2q^2}\left(\frac{k^2}{2}-c-\frac{c^2}{q^2}\right).$$

The angular average of $c$ is zero and that of $c^2$ is $k^2q^2/d$. What remains is

$$-\frac{k^2}{2q^2}\left(\frac12-\frac1d\right)=\frac{(2-d)k^2}{4d\,q^2}.$$

The domain matters here. Both internal modes must have been eliminated, so the total domain is $|\mathbf q_1|,|\mathbf q_2|>\Lambda_l$ below the original cutoff. It is unchanged by $\mathbf q\to-\mathbf q$, and the odd term $c/(2q^2)$ cancels. The shift of its boundary by an amount of order $k$ changes the remaining terms only at order $k^3$.

A one-dimensional case shows what an asymmetric rule does. If only $q_1=p$ is confined to the shell, then $q=p-k/2$ and the odd term is $k/(2q)\simeq k/(2p)+k^2/(4p^2)$. The coefficient of $k^2/p^2$ rises from $1/4$ to $1/2$. Confining only $q_2$ reverses the extra term and gives zero. The symmetric domain settles the matter.

Let $K_d=S_d/(2\pi)^d$, where $S_d$ is the area of the unit sphere. Then $K_1=1/\pi$ and $K_2=1/(2\pi)$. A shell of thickness $\Lambda_l\,dl$ gives

$$\frac{d\ln\nu}{dl}=K_dg\,\frac{2-d}{4d}.$$

In $d=1$ the right side is $g/(4\pi)$. With $\lambda,\nu,D$ held at their bare values, its integral is the growing correction quoted at the start.

## Noise made by the fast modes

Two fast modes also beat together and push the slow mode at random. Gaussian pairing of the four fast amplitudes has two equal contributions, so

$$\int dt\,\langle N_{\mathbf k}(t)N_{-\mathbf k}(0)\rangle=\frac{\lambda^2}{4}\,2\sum(\mathbf q_1\cdot\mathbf q_2)^2\frac{D^2}{V^2\nu^2q_1^2q_2^2}\,\frac{2}{\nu(q_1^2+q_2^2)}.$$

The last factor is the time integral of the two decays. Equating the result to $2\delta D/V$,

$$\delta D=\frac{\lambda^2D^2}{2\nu^3}\int\!\frac{d^dq}{(2\pi)^d}\frac{(\mathbf q_1\cdot\mathbf q_2)^2}{q_1^2q_2^2(q_1^2+q_2^2)}.$$

For $k\to0$ the fraction is $1/(2q^2)$, and therefore

$$\frac{d\ln D}{dl}=\frac{K_dg}{4}.$$

This is positive in every dimension. Terms with more gradients are also generated. They are dropped because they are weaker at long wavelengths near the linear theory; at finite $g$ dropping them is part of the approximation.

## Why the nonlinear coefficient does not flow

Take a solution $h$ and tilt it:

$$h'(\mathbf x,t)=h(\mathbf x+\lambda\mathbf ut,t)+\mathbf u\cdot\mathbf x+\tfrac12\lambda u^2t.$$

Its time derivative has the extra terms $\lambda\mathbf u\cdot\nabla h+\lambda u^2/2$. The same terms come from expanding $(\lambda/2)(\nabla h+\mathbf u)^2$. Hence $h'$ solves the equation with noise $\eta(\mathbf x+\lambda\mathbf ut,t)$. This has the same statistics as $\eta$, since the noise is homogeneous and uncorrelated in time.

A translation does not mix wavenumbers, and the uniform tilt belongs to the slow part. Eliminating fast modes therefore preserves the symmetry with the same $\lambda$ in the shift, and the effective equation keeps that $\lambda$. The one-loop picture agrees: a uniform slope adds a drift to fast modes but leaves their equal-time spectrum unchanged, so no new $u^2$ term appears. Noise with a memory in time would break the argument.

## The flow in general dimension

Differentiate $\ln g$ at fixed $\lambda$:

$$\frac{d\ln g}{dl}=(2-d)+\frac{K_dg}4-\frac{3K_dg(2-d)}{4d}.$$

The two loop terms combine through $d-3(2-d)=4d-6$, giving

$$\frac{dg}{dl}=(2-d)g+K_d\frac{2d-3}{2d}g^2.$$

To read off exponents, follow a mode at $k=\Lambda_l$. Its rate $\nu k^2$ gives $z=2-d\ln\nu/dl$. Its spectrum $D/(\nu k^2)$ gives $d+2\chi=2+d\ln(D/\nu)/dl$. At a fixed point with $g\neq0$, constancy of $g$ means $2-d+d\ln D/dl=3\,d\ln\nu/dl$. Inserting this gives $\chi=d\ln\nu/dl$, and so $\chi+z=2$.

## One dimension

Here

$$\frac{dg}{dl}=g-\frac{g^2}{2\pi}.$$

The point $g=0$ is unstable. The other zero is $g^*=2\pi$, where the derivative of the right side is $1-2g^*/(2\pi)=-1$, so deviations decay as $e^{-l}$. There $d\ln\nu/dl=g^*/(4\pi)=1/2$, which gives $z=3/2$ and $\chi=1/2$.

With $w=1/g$ the flow is linear, $dw/dl=-w+1/(2\pi)$, and

$$g(l)=\frac{g_0e^l}{1+g_0(e^l-1)/(2\pi)}.$$

For $g_0=0.1$ the coupling is 0.67 at $l=2$, 2.95 at $l=4$, 5.45 at $l=6$ and 6.16 at $l=8$. The crossover is near $l=\ln(2\pi/g_0)=4.1$, a length about 60 times the cutoff length.

The integral of $g$ is $2\pi\ln[1+g_0(e^l-1)/(2\pi)]$. The smoothing coefficient therefore grows as $\nu=\nu_0[1+g_0(e^l-1)/(2\pi)]^{1/2}$. At large $l$ a mode relaxes at the rate

$$\nu k^2\to\lambda\sqrt{\frac{D_0}{2\pi\nu_0}}\;k^{3/2}\qquad(\lambda>0).$$

The cutoff has dropped out, since $g_0\Lambda=\lambda^2D_0/\nu_0^3$. The amplitude is a one-loop estimate.

"Strong coupling" here means a finite nonzero coupling. At $g^*$ the loop parameter $K_1g^*=2$ is not small, and redefining $g$ moves the fixed point. A separate argument is needed to trust the exponents.

### Why the one-dimensional exponents survive

Try the stationary distribution $P\propto\exp[-(\nu/2D)\int h'^2dx]$, where a prime now denotes $\partial_x$. Smoothing and noise balance in it, as in the linear theory. The nonlinear drift $N=(\lambda/2)h'^2$ leaves it stationary if the probability flow $NP$ has no divergence. One part of that divergence is

$$\int N\frac{\delta\ln P}{\delta h}dx=\frac{\lambda\nu}{2D}\int h'^2h''dx=\frac{\lambda\nu}{6D}\int(h'^3)'dx=0$$

on a periodic line. The other part is $\sum_k\partial N_k/\partial h_k$. It vanishes because $h_k$ can enter $N_k$ only beside the uniform mode, whose gradient is zero. Projecting $N$ onto the retained wavenumbers changes neither statement.

The spectrum is thus $D/(V\nu k^2)$ for every $\lambda$, and $\chi=1/2$. Now rescale lengths by $b$, heights by $b^\chi$ and times by $b^z$. The tilt shift $\lambda ut$ must scale as a length while $u$ scales as $b^{\chi-1}$, so $\chi-1+z=1$. Provided the surface obeys dynamic scaling with $\lambda\ne0$, $z=3/2$ does not depend on the loop expansion.

In two dimensions the measure fails. For a triad $\mathbf q_1+\mathbf q_2+\mathbf q_3=0$ the nonlinear change of $\int(\nabla h)^2$ is proportional to $q_1^2(\mathbf q_2\cdot\mathbf q_3)$ plus its two cyclic partners. On a line this is $q_1q_2q_3(q_1+q_2+q_3)=0$. In a plane it is $-8A^2$, with $A$ the area of the triangle formed by the vectors.

A microscopic growth rule offers a comparison. Let a cell of a quadrant be filled after its left and lower neighbours, with an exponential waiting time of mean one. The fluctuation of the filling time of diagonal cell $n$ is expected to grow as $n^{\chi/z}$. A simulation with 3000 samples, comparing $n=64$ with $n=256$, gives an exponent 0.350. The sampling error is about 0.01, estimated for independent Gaussian data. The result lies near $1/3$ and well above the linear value $1/4$; the excess is a finite-size effect. The filling time of cell $n$ has the law of the largest eigenvalue of an $n\times n$ complex Wishart matrix, and its exact variances give 0.3495 for these two sizes.

## Two dimensions

The linear term vanishes, and so does the one-loop flow of $\nu$ per shell. Noise growth alone remains:

$$\frac{dg}{dl}=\frac{g^2}{8\pi},\qquad g(l)=\frac{g_0}{1-g_0l/(8\pi)}.$$

A small positive coupling grows, but its relative growth rate $g/(8\pi)$ is itself small at first. That is marginal relevance. For $g_0=2$ the coupling reaches 4 at $l=6.28$ and 20 at $l=11.3$. The formula has a pole at $l^*=8\pi/g_0$. It ceases to be reliable before that, when $g/(8\pi)$ is no longer small. The corresponding length is

$$\xi\sim\Lambda^{-1}e^{8\pi/g_0}.$$

Replacing $g$ by $g+ag^2$ leaves the coefficient $1/(8\pi)$ unchanged. For small $g$ it shifts $l^*$ by nearly a constant, so the prefactor of $\xi$ depends on the cutoff. One loop shows the instability; it supplies neither a strong-coupling fixed point nor the exponents of the rough surface.

### The same exponent from a bound state

Let $Z=e^{\lambda h/2\nu}$. Then

$$\nu\nabla^2Z=\frac{\lambda}{2\nu}Z\left[\nu\nabla^2h+\frac\lambda2(\nabla h)^2\right],$$

so $\partial_tZ=\nu\nabla^2Z+(\lambda/2\nu)\eta Z$, apart from a constant drift of $h$ fixed by the convention for white noise. The noise couples two copies with strength $(\lambda/2\nu)^2\,2D=\lambda^2D/(2\nu^2)$. In the relative coordinate $\mathbf r$ the two Laplacians add to $2\nu\nabla_r^2$. Dividing by $2\nu$, the growth of $\langle Z(\mathbf x_1)Z(\mathbf x_2)\rangle$ is governed by

$$-\nabla_r^2-\frac g4\delta^2(\mathbf r).$$

A bound state decaying as $e^{-\kappa r}$ requires

$$1=\frac g4\int_{q<\Lambda}\frac{d^2q}{(2\pi)^2}\frac1{q^2+\kappa^2}\simeq\frac g{8\pi}\ln\frac\Lambda\kappa.$$

Its size $1/\kappa$ is $\Lambda^{-1}e^{8\pi/g}$, in agreement with the flow. Replacing the delta function by a disc well of the same weight and matching Bessel functions numerically at $g=0.5$ and $0.25$ gives $\Delta\ln(1/\kappa)/\Delta(1/g)=25.133$, against $8\pi=25.133$. The second moment of $Z$ thus gives the same exponent for the crossover length; it does not describe a typical surface beyond that length.

### Near two dimensions

For $d=2+\epsilon$ with small $\epsilon>0$, the flow has an unstable zero at $K_dg_c\simeq4\epsilon$. Weaker coupling decays and stronger coupling grows. Below two dimensions the one-loop fixed point is

$$g^*=\frac{2d(2-d)}{K_d(3-2d)}\qquad(d<3/2),$$

which runs to infinity at $d=3/2$. An expansion in $g$ cannot support a conclusion drawn there.

## A smooth cutoff

On a crystal, surface diffusion adds $-K\nabla^4h$. The decay rate becomes $\Gamma=\nu q^2(1+u)$ with $u=Kq^2/\nu$, and the natural cutoff is $\Lambda=\sqrt{\nu/K}$. In $d=2$ the noise integral down to wavenumber $\Lambda e^{-l}$ is

$$\frac{\delta D}D=\frac g{8\pi}\int\frac{dq}{q(1+u)^3}=\frac g{8\pi}\left(l-\frac34\right)$$

at large $l$. This follows from $dq/q=du/(2u)$ and $1/[u(1+u)^3]=1/u-1/(1+u)-1/(1+u)^2-1/(1+u)^3$.

In the damping loop $1/q_2^2$ is replaced by $1/\Gamma_2\simeq[1+c\Gamma'/(2q\Gamma)]/\Gamma$, with $\Gamma'=d\Gamma/dq$. The angular average then contains $q\Gamma'/(2\Gamma)-1=u/(1+u)$, and

$$\frac{\delta\nu}\nu=\frac g{8\pi}\int\frac{dq}q\frac u{(1+u)^3}=\frac g{32\pi}.$$

Since $g\propto D/\nu^3$, to this order $1/g(l)=1/g_0-(l-3/4)/(8\pi)+3/(32\pi)$, so

$$l^*=\frac{8\pi}{g_0}+\frac32.$$

The exponent is unchanged, but the length grows by $e^{3/2}\simeq4.5$.

## A film in numbers

Consider a relaxed CdTe(111) film at 500 K growing at $F=0.2$ nm/s. Inputs are rough typical values, except $\nu=0.03$ nm²/s, which is chosen. Threefold symmetry makes the quadratic slope term and the smoothing isotropic. We assume growth along the local normal, as can occur when attachment at the surface limits the rate. The growth rate is then $F\sqrt{1+(\nabla h)^2}$, hence $\lambda=F$. This does not hold for every deposition method: a vertical beam whose atoms all stick, leaving no voids, gives a rate independent of slope and $\lambda=0$. A lattice constant of 0.65 nm gives a volume $\Omega=0.0687$ nm³ per CdTe unit. If whole CdTe units attach at random and stay, then $2D=F\Omega$, so $D=0.00687$ nm⁴/s and

$$g=\frac{0.2^2\times0.00687}{0.03^3}=10.2,\qquad\frac{8\pi}g=2.47.$$

For surface diffusion take $K=\tfrac14\Omega^2\gamma f e^{-E/k_BT}/(k_BT)$, with surface energy $\gamma=0.5$ J/m², attempt rate $f=10^{13}$ s⁻¹ and barrier $E=1.25$ eV. Then $K=0.215$ nm⁴/s, and the cutoff wavelength is $2\pi\sqrt{K/\nu}=16.8$ nm. This $K$ is an equilibrium value: it corresponds to a product of adatom diffusivity and density $fe^{-E/k_BT}/4=0.63$ s⁻¹. On terraces of width $\ell=5$ nm the flux alone sustains a mean $(F/\Omega)\ell^2/12\approx6$ s⁻¹, so a growth-induced fourth-order term may dominate and lengthen the cutoff.

The sharp cutoff gives an escape wavelength $16.8\,e^{2.47}\simeq200$ nm; the smooth one gives about 890 nm. A mode of wavelength $\xi$ needs a time $(\xi/2\pi)^2/\nu$, or $3.3\times10^4$ s and $6.7\times10^5$ s. The film would then be about 7 µm or 130 µm thick. Both lengths mark the pole; $g/(8\pi)$ reaches one at a length shorter by a factor $e$. The spread is a warning: $g/(8\pi)=0.40$ is not small, and the prefactor matters as much as the exponent.

With $F$, $D$ and $K$ fixed, lowering $\nu$ by 20% reduces the smooth estimate to about 300 nm (there $g/(8\pi)=0.79$, outside the range of the expansion), while raising it by 20% gives about 4.9 µm. The cube of $\nu$ sits inside an exponential, and so does the inverse square of $\lambda$: halving $\lambda$ moves the sharp estimate from 200 nm to about 0.3 mm. Halving $D$, as if Cd and Te atoms attached independently, moves it to about 2.4 µm. A useful forecast needs measured values of all three.

Some neglected effects are small. The rms slope carried by wavenumbers below $\Lambda$ is $[D\Lambda^2/(4\pi\nu)]^{1/2}=0.05$, and for these wavenumbers the next slope term is about 0.1% of the one kept. Shorter waves add to the slope: summed to the lattice scale it is about 0.12, or about 0.25 with thermal noise, and the next term is then about 3%. The linear rms height up to the escape length is only 0.3 to 0.4 nm, about one layer, so the continuum description is marginal. Thermal diffusion noise, of strength $(Kk_BT/\gamma)q^2$, is 6% of the arrival noise at the cutoff. Temperature matters more: warming by 10 K at fixed $\nu$ lengthens the cutoff wavelength by 32%.

A real crystal film can also break the assumption of a positive net $\nu$. If a fraction $p$ of atoms moves uphill at steps, with island spacing $\ell$ and layer height $a_z$, a slope $m\ll a_z/\ell$ carries a flux of order $pF\ell^2m/(2a_z)$. For $\ell=5$ nm and $a_z=0.375$ nm, $p=2\nu a_z/(F\ell^2)=0.45\%$ is enough to cancel $\nu=0.03$ nm²/s. Beyond that a flat surface is unstable, mounds can form, and the flow above, which starts from a positive $\nu$, does not apply. On the thickness estimates above, films a few micrometres thick need not reach the strong-coupling regime for these parameters, and roughness alone would not establish that they had.
